\section*{Lehmann representation of the time-ordered one-particle Green's function}

\section{Addition and removal energies}

A photon of energy $h\nu$ ejects an electron from a system of $N$ electrons. The system starts with energy $E_N$ and is left in a state $s$ of $N-1$ electrons, with energy $E_{N-1,s}$. If the electron is detected far away with kinetic energy $K$, and the potential energy there is zero, energy conservation gives
\begin{equation}
K=h\nu+\varepsilon_s^-,\qquad
\varepsilon_s^-=E_N-E_{N-1,s}.
\end{equation}
In the reverse experiment an electron of kinetic energy $K$ is captured and a photon is emitted:
\begin{equation}
h\nu=K-\varepsilon_s^+,\qquad
\varepsilon_s^+=E_{N+1,s}-E_N.
\end{equation}
The removal energies $\varepsilon_s^-$ and addition energies $\varepsilon_s^+$ are differences between many-electron energies. The question is how a single function of one energy variable can contain both sets and still record which is which. The time-ordered Green's function does this by placing their poles on opposite sides of the real axis.

\section{Definition and assumptions}

The Hamiltonian $H$ does not depend on time and conserves electron number. The reference state $|N\rangle$ is a normalized eigenstate of $H$ with $N$ electrons. It is normally the ground state, but the derivation needs only the eigenstate property. If the ground state is degenerate, $G$ depends in general on which state is chosen; one either fixes a state or averages $G$ over the degenerate set.

Let $x$ denote position and spin. The field operators satisfy
\begin{equation}
\psi(x)\psi^\dagger(x')+\psi^\dagger(x')\psi(x)=\delta(x,x'),
\label{eq:anti}
\end{equation}
and their time dependence is $\psi(x,t)=e^{iHt/\hbar}\psi(x)e^{-iHt/\hbar}$. The Green's function is
\begin{equation}
G(x,t;x',t')=-\frac{i}{\hbar}
\langle N|T[\psi(x,t)\psi^\dagger(x',t')]|N\rangle .
\end{equation}
The symbol $T$ puts the later operator on the left and supplies a minus sign if the two operators are exchanged. With $\tau=t-t'$, the two cases are
\begin{equation}
G=
\begin{cases}
-\dfrac{i}{\hbar}\langle N|\psi(x,t)\psi^\dagger(x',t')|N\rangle,
&\tau>0,\\[2mm]
+\dfrac{i}{\hbar}\langle N|\psi^\dagger(x',t')\psi(x,t)|N\rangle,
&\tau<0.
\end{cases}
\label{eq:cases}
\end{equation}
For $\tau>0$ an electron is added and later removed. For $\tau<0$ an electron is removed first.

\section{Inserting the intermediate states}

For $\tau>0$, write out the time dependence and use $e^{-iHt'/\hbar}|N\rangle=e^{-iE_Nt'/\hbar}|N\rangle$, with the corresponding relation on the left:
\begin{align}
G&=-\frac{i}{\hbar}
\langle N|e^{iHt/\hbar}\psi(x)e^{-iH(t-t')/\hbar}
\psi^\dagger(x')e^{-iHt'/\hbar}|N\rangle\nonumber\\
&=-\frac{i}{\hbar}e^{iE_N\tau/\hbar}
\langle N|\psi(x)e^{-iH\tau/\hbar}\psi^\dagger(x')|N\rangle .
\end{align}
Only the time difference remains. The state $\psi^\dagger(x')|N\rangle$ has $N+1$ electrons, so it is orthogonal to every state with another electron number. It is therefore enough to insert the complete set of $(N+1)$-electron eigenstates after $e^{-iH\tau/\hbar}$. Define
\begin{equation}
f_s(x)=\langle N|\psi(x)|N+1,s\rangle .
\end{equation}
Complex conjugation gives $\langle N+1,s|\psi^\dagger(x')|N\rangle=f_s^*(x')$. Hence
\begin{equation}
G(x,x';\tau)=-\frac{i}{\hbar}\sum_s
f_s(x)f_s^*(x')e^{-i\varepsilon_s^+\tau/\hbar},
\qquad \tau>0.
\label{eq:positive}
\end{equation}

For $\tau<0$ the same operations on the second line of Eq.~\eqref{eq:cases} give
\begin{align}
G&=\frac{i}{\hbar}
\langle N|e^{iHt'/\hbar}\psi^\dagger(x')
e^{-iH(t'-t)/\hbar}\psi(x)e^{-iHt/\hbar}|N\rangle\nonumber\\
&=\frac{i}{\hbar}e^{-iE_N\tau/\hbar}
\langle N|\psi^\dagger(x')e^{iH\tau/\hbar}\psi(x)|N\rangle .
\end{align}
The intermediate states now have $N-1$ electrons. With
\begin{equation}
g_s(x)=\langle N-1,s|\psi(x)|N\rangle,
\end{equation}
the exponent is $i(E_{N-1,s}-E_N)\tau/\hbar=-i\varepsilon_s^-\tau/\hbar$, and
\begin{equation}
G(x,x';\tau)=\frac{i}{\hbar}\sum_s
g_s(x)g_s^*(x')e^{-i\varepsilon_s^-\tau/\hbar},
\qquad \tau<0.
\label{eq:negative}
\end{equation}
Both time orders have the same form of phase factor. They differ in the sign in front and in the range of $\tau$.

\section{Transform to energy}

The terms oscillate without decay, so their integrals over a half-line do not converge. Introduce a small energy $\eta>0$ and define, with $E=\hbar\omega$,
\begin{equation}
G(x,x';E)=\int_{-\infty}^{\infty}d\tau\,
e^{iE\tau/\hbar}e^{-\eta|\tau|/\hbar}G(x,x';\tau).
\label{eq:transform}
\end{equation}
The limit $\eta\to0^+$ is taken after integration. For an addition term $|\tau|=\tau$, so the damping adds $+i\eta$ to the energy in the exponent:
\begin{align}
-\frac{i}{\hbar}\int_0^\infty d\tau\,
e^{i(E-\varepsilon_s^++i\eta)\tau/\hbar}
&=-\frac{i}{\hbar}\,
\frac{\hbar(0-1)}{i(E-\varepsilon_s^++i\eta)}\nonumber\\
&=\frac{1}{E-\varepsilon_s^++i\eta}.
\end{align}
The zero comes from the upper limit, where $e^{-\eta\tau/\hbar}$ vanishes. For a removal term $|\tau|=-\tau$, and the damping factor is $e^{\eta\tau/\hbar}=e^{i(-i\eta)\tau/\hbar}$:
\begin{align}
\frac{i}{\hbar}\int_{-\infty}^0 d\tau\,
e^{i(E-\varepsilon_s^--i\eta)\tau/\hbar}
&=\frac{i}{\hbar}\,
\frac{\hbar(1-0)}{i(E-\varepsilon_s^--i\eta)}\nonumber\\
&=\frac{1}{E-\varepsilon_s^--i\eta}.
\end{align}
Adding the two parts gives the Lehmann representation,
\begin{equation}
\boxed{
G(x,x';E)=\sum_s\frac{f_s(x)f_s^*(x')}
{E-\varepsilon_s^++i\eta}
+\sum_s\frac{g_s(x)g_s^*(x')}
{E-\varepsilon_s^--i\eta}.}
\label{eq:lehmann}
\end{equation}

Continued to complex $E$, this function has poles where a denominator vanishes:
\begin{equation}
E=\varepsilon_s^+-i\eta\quad\text{(addition)},\qquad
E=\varepsilon_s^-+i\eta\quad\text{(removal)}.
\label{eq:poles}
\end{equation}
The energies themselves are real, because $H$ is Hermitian. The displacement comes from the damping and tends to zero with $\eta$; it is not a decay rate. Addition poles approach the real axis from below and removal poles from above. A state contributes only if its amplitude is nonzero. The energies are exact for the chosen $H$; a finite orbital basis or a model Hamiltonian defines its own $H$. An approximate Green's function, such as one from a $GW$ calculation, is used to estimate these energies, but its poles need not lie close to them. For the two-site model below, one-shot $GW$ on a Hartree--Fock start puts the bonding poles at $0.49$ and $7.98$~eV, against the exact $0.172$ and $5.828$~eV, and with one electron it gives weak poles that have no exact counterpart.

\section{Why the sides matter}

The inverse of Eq.~\eqref{eq:transform} is
\begin{equation}
e^{-\eta|\tau|/\hbar}G(x,x';\tau)=
\int_{-\infty}^{\infty}\frac{dE}{2\pi\hbar}\,
e^{-iE\tau/\hbar}G(x,x';E).
\end{equation}
On a large arc, $|e^{-iE\tau/\hbar}|=e^{\tau\,\mathrm{Im}E/\hbar}$. For $\tau>0$ this decays in the lower half-plane, so the contour is closed there. It runs clockwise, which gives a factor $-2\pi i$, and encloses the addition poles:
\begin{equation}
\frac{-2\pi i}{2\pi\hbar}\sum_s f_s(x)f_s^*(x')
e^{-i(\varepsilon_s^+-i\eta)\tau/\hbar}
=e^{-\eta\tau/\hbar}G(x,x';\tau).
\end{equation}
For $\tau<0$ the contour is closed above, runs counterclockwise and encloses the removal poles:
\begin{equation}
\frac{2\pi i}{2\pi\hbar}\sum_s g_s(x)g_s^*(x')
e^{-i(\varepsilon_s^-+i\eta)\tau/\hbar}
=e^{\eta\tau/\hbar}G(x,x';\tau).
\end{equation}
These are Eqs.~\eqref{eq:positive} and \eqref{eq:negative} with their damping factors. Reversing the sign of $i\eta$ in a removal term would move its contribution to positive times. The side of a pole thus encodes time order.

\section{Orbital form, weights and limits}

For a calculation, choose orthonormal spin orbitals with annihilation operators $c_p$. The derivation is unchanged when $\psi(x)$ is replaced by $c_p$ and $\psi^\dagger(x')$ by $c_q^\dagger$:
\begin{equation}
G_{pq}(E)=\sum_s\frac{f_{ps}f_{qs}^*}{E-\varepsilon_s^++i\eta}
+\sum_s\frac{g_{ps}g_{qs}^*}{E-\varepsilon_s^--i\eta},
\end{equation}
where $f_{ps}=\langle N|c_p|N+1,s\rangle$ and $g_{ps}=\langle N-1,s|c_p|N\rangle$. An implementation diagonalizes $H$ in the sectors with $N-1$, $N$ and $N+1$ electrons and evaluates these amplitudes. The arbitrary phase of an eigenvector cancels in each product. Degenerate final states must all be included, and their products added.

The amplitudes obey a sum rule. Completeness gives
\begin{equation}
\sum_s f_{ps}f_{qs}^*=\langle c_pc_q^\dagger\rangle,\qquad
\sum_s g_{ps}g_{qs}^*=\langle c_q^\dagger c_p\rangle,
\label{eq:moments}
\end{equation}
with expectation values in $|N\rangle$. Since $c_pc_q^\dagger+c_q^\dagger c_p=\delta_{pq}$,
\begin{equation}
\sum_s f_{ps}f_{qs}^*+\sum_s g_{ps}g_{qs}^*=\delta_{pq}.
\label{eq:sum}
\end{equation}
On the diagonal the weights $|f_{ps}|^2$ and $|g_{ps}|^2$ are nonnegative and add to one. The total removal weight is the occupation of orbital $p$. A violation of Eq.~\eqref{eq:sum} in a program signals missing states or wrong amplitudes.

Without interactions, $H=\sum_p\epsilon_pc_p^\dagger c_p$ in the basis of its own orbitals. If $|N\rangle$ is a single determinant of these orbitals, $c_p^\dagger|N\rangle$ is an eigenstate of energy $E_N+\epsilon_p$ when $p$ is empty, and $c_p|N\rangle$ is an eigenstate of energy $E_N-\epsilon_p$ when $p$ is filled. Each diagonal element then has one pole, at $\epsilon_p$, with weight one. Interactions can divide this weight among several final states.

For real $E$, a diagonal addition term of weight $w$ has imaginary part
\begin{equation}
\mathrm{Im}\frac{w}{E-\varepsilon+i\eta}
=-\frac{w\eta}{(E-\varepsilon)^2+\eta^2},
\end{equation}
and a removal term has the opposite sign. At its own energy a pole contributes $\mp w/\eta$ to the imaginary part, with the upper sign for addition. Because the signs differ, overlapping tails of the two kinds partly cancel; a broadened spectrum is better assembled from the two sums separately.

In an infinite system the final energies can form a continuum. The sum is then an integral such as $\int d\varepsilon\,A(\varepsilon)/(E-\varepsilon+i\eta)$, with $A$ the weight per unit energy. For smooth $A$,
\begin{equation}
\frac{1}{E-\varepsilon+i\eta}-\frac{1}{E-\varepsilon-i\eta}
=\frac{-2i\eta}{(E-\varepsilon)^2+\eta^2}
\end{equation}
integrates to $-2\pi iA(E)$ as $\eta\to0^+$. The integral jumps across the real axis: a branch cut replaces the separate poles.

\section{A two-site example}

Two electrons occupy two sites with hopping $t$ and on-site repulsion $U$:
\begin{equation}
H=-t\sum_\sigma(c_{1\sigma}^\dagger c_{2\sigma}
+c_{2\sigma}^\dagger c_{1\sigma})
+U\sum_{i=1}^{2}n_{i\uparrow}n_{i\downarrow}.
\end{equation}
Here $n_{i\sigma}=c_{i\sigma}^\dagger c_{i\sigma}$. The parameters are $t=1$~eV, $U=4$~eV and $\eta=0.2$~eV. Energies are measured from the site level, not from the vacuum.

The operators $b_\sigma=(c_{1\sigma}+c_{2\sigma})/\sqrt2$ and $a_\sigma=(c_{1\sigma}-c_{2\sigma})/\sqrt2$ describe bonding and antibonding orbitals with energies $-t$ and $+t$. Let $|bb\rangle=b_\uparrow^\dagger b_\downarrow^\dagger|0\rangle$ and $|aa\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle$. Expansion in site operators gives
\begin{equation}
|bb\rangle=\tfrac12(|d\rangle+|x\rangle),\qquad
|aa\rangle=\tfrac12(|d\rangle-|x\rangle),
\end{equation}
where $|d\rangle=(c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger)|0\rangle$ has a doubly occupied site and $|x\rangle=(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger)|0\rangle$ has none. The repulsion turns either state into $(U/2)|d\rangle=(U/2)(|bb\rangle+|aa\rangle)$. In the basis $(|bb\rangle,|aa\rangle)$,
\begin{equation}
H=\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix}.
\end{equation}
Its eigenvalues are $U/2\pm D$, with $D=\sqrt{4t^2+U^2/4}=2.828$~eV. The lower one is
\begin{equation}
E_2=U/2-D=2-2.828=-0.828\ \text{eV}.
\end{equation}
Diagonalization of the full two-electron sector confirms that this is the ground energy. Write the state as $\alpha|bb\rangle-\beta|aa\rangle$. The first row of the eigenvalue equation gives $\beta U/2=\alpha(D-2t)$. Since $U^2/4=(D-2t)(D+2t)$, we have $\beta^2/\alpha^2=(D-2t)/(D+2t)$, and normalization yields
\begin{equation}
\alpha^2=\frac12\left(1+\frac{2t}{D}\right)=0.854,\qquad
\beta^2=\frac12\left(1-\frac{2t}{D}\right)=0.146.
\end{equation}

Removing a spin-up bonding electron acts on the first component and leaves $b_\downarrow^\dagger|0\rangle$, of energy $-t$. Removing a spin-up antibonding electron acts on the second and leaves energy $+t$. Adding a spin-up electron to an orbital requires that orbital to be empty, so $b_\uparrow^\dagger$ acts on $|aa\rangle$ and $a_\uparrow^\dagger$ on $|bb\rangle$. In either three-electron state both sites hold a spin-up electron, and the single spin-down electron meets one of them wherever it is. The repulsion is therefore $U$. The spin-up kinetic energies cancel, leaving total energies $U+t=5$~eV and $U-t=3$~eV.

The resulting energies and weights are
\begin{align}
b:\quad&\varepsilon^-=E_2+t=0.172\ \text{eV},&&\alpha^2=0.854,\nonumber\\
&\varepsilon^+=U+t-E_2=5.828\ \text{eV},&&\beta^2=0.146,\nonumber\\
a:\quad&\varepsilon^-=E_2-t=-1.828\ \text{eV},&&\beta^2=0.146,\nonumber\\
&\varepsilon^+=U-t-E_2=3.828\ \text{eV},&&\alpha^2=0.854.
\end{align}
For the bonding orbital,
\begin{equation}
G_{bb}(E)=\frac{0.854}{E-0.172-0.2i}
+\frac{0.146}{E-5.828+0.2i},
\end{equation}
with energies in eV and $G$ in eV$^{-1}$. At $E=2$~eV the two terms are $0.461+0.050i$ and $-0.038-0.002i$, with sum $0.423+0.048i$~eV$^{-1}$. Direct integration over time gives the same value.

The numerical check also recovers the pole positions without Eq.~\eqref{eq:lehmann}. It evolves the states in time, integrates at four real energies and fits a rational function with two poles. For $G_{bb}$ these lie at $0.172+0.200i$ and $5.828-0.200i$~eV, on the predicted sides.

The second pole of each orbital exists because the ground state mixes two configurations. As $U\to0$, $D\to2t$ and $\beta^2\to0$, so each orbital keeps one pole. The separation between the lowest addition and highest removal energies is
\begin{equation}
(U-t)+(-t)-2E_2=2D-2t=3.657\ \text{eV},
\end{equation}
which tends to the orbital spacing $2t$ in the same limit.

\section{When the energies are not ordered}

In the example every removal energy lies below every addition energy. A real number $\mu$ between the two sets then allows both denominators to be written as $E-\varepsilon_s+i\eta\,\mathrm{sgn}(\varepsilon_s-\mu)$. This shorthand needs the ordering; Eq.~\eqref{eq:lehmann} does not.

Take the same two sites with attraction, $U=-4$~eV, and one spin-up electron in the bonding orbital, so $E_1=-1$~eV. Removing it leaves the vacuum, with energy zero, and $\varepsilon^-=-1$~eV. Adding a spin-down bonding electron produces $|bb\rangle$ up to a sign, which overlaps the lowest two-electron state of energy $U/2-D=-4.828$~eV. The corresponding addition energy is
\begin{equation}
\varepsilon^+=-4.828-(-1)=-3.828\ \text{eV},
\end{equation}
below the removal energy, because the attraction binds the second electron. The poles recovered from the time integrals are $-1.000+0.200i$~eV for removal, in the spin-up bonding element, and $-3.828-0.200i$~eV for the lowest addition, in the spin-down bonding element, which has a second addition pole at real part $1.828$~eV. No single $\mu$ common to both spins puts these energies in the usual order, yet each pole keeps its side. Within each spin the energies are still ordered here, so a separate $\mu$ for each spin would restore the shorthand in this example. Code that must cover such cases should assign the sign of $i\eta$ from the electron number of the intermediate state, not from its energy.

\section*{Computed results}
\begin{verbatim}
hbar = 0.658212 eV fs
Two-site model: t = 1.0 eV, U = 4.0 eV
Broadening eta = 0.2 eV
D = 2.828427 eV
Ground energy, 2 electrons = -0.828427 eV
Energies, 1 electron = -1.000000, 1.000000 eV
Energies, 3 electrons = 3.000000, 5.000000 eV
Configuration probabilities = 0.853553, 0.146447
bonding: removal energy = 0.171573 eV
bonding: removal weight = 0.853553
bonding: addition energy = 5.828427 eV
bonding: addition weight = 0.146447
bonding: removal pole from time data = 0.17157+0.20000j eV
bonding: addition pole from time data = 5.82843-0.20000j eV
bonding: Im G at removal energy = 4.26685 1/eV
bonding: Im G at addition energy = -0.72690 1/eV
antibonding: removal energy = -1.828427 eV
antibonding: removal weight = 0.146447
antibonding: addition energy = 3.828427 eV
antibonding: addition weight = 0.853553
antibonding: removal pole from time data = -1.82843+0.20000j eV
antibonding: addition pole from time data = 3.82843-0.20000j eV
antibonding: Im G at removal energy = 0.72690 1/eV
antibonding: Im G at addition energy = -4.26685 1/eV
Gap between addition and removal = 3.656854 eV
Bonding G at 2 eV, time integral = 0.423156+0.048466j 1/eV
Bonding G at 2 eV, Lehmann sum = 0.423156+0.048466j 1/eV
Bonding i*hbar*G at +1.0 fs, undamped = -0.123306-0.079007j
Bonding i*hbar*G at -1.0 fs, undamped = -0.824719-0.219981j
Equal-time jump of i*hbar*G = 1.000000
Three-site poles with interaction = 11
Three-site poles without interaction = 3
Three-site largest transform error = 6.8e-10 1/eV
Attractive model: U = -4.0 eV, 1 electron
Attractive removal pole = -1.00000+0.20000j eV
Attractive lowest addition pole = -3.82843-0.20000j eV
\end{verbatim}
